**Displacement deviation from the third-to-first-order X-ray ratio**

For independent Gaussian line displacements, the program checks σ = (p/4π)√(−ln ρ/2), where p is the pitch, σ the standard deviation of a line from its site, and ρ the observed ratio I₃/I₁ divided by its ideal value. It asserts that root finding on numerically integrated Gaussian averages gives the same σ, and that simulated random gratings reproduce both the peak and the diffuse intensity. Quadrature tests the sidewall form factor, the effect of random widths and the case of independent edges. Explicit sums test alternating pitch walk, and Poisson sampling tests the counting error. For p = 32 nm and ρ = 0.735 the output gives σ = 0.9991 nm, with a counting error of 0.0187 nm for 100000 first-order counts. With the observed ratio held fixed, allowing for a true mean width of 15 nm instead of 16 nm, a width deviation of 1 nm or a pitch walk of ±0.5 nm, one at a time, lowers the inferred σ to about 0.86 nm; neglecting such an effect leaves σ too high.

## Verification by program

```python
# Result under test: sigma = pitch/(4 pi) * sqrt(-ln(rho)/2), where
# sigma = standard deviation of independent Gaussian line displacements,
# rho = (I3/I1 observed) / (I3/I1 of undisplaced lines of the same mean shape),
# I1, I3 = coherent intensities of grating orders 1 and 3, q_n = 2 pi n/pitch.
# Lengths are in nm and wave numbers in 1/nm.
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq

rng = np.random.default_rng(12345)
pitch, rho, width, height = 32.0, 0.735, 16.0, 40.0
q1, q3 = 2*np.pi/pitch, 6*np.pi/pitch


def infer_sigma(ratio):
    return pitch/(4*np.pi)*np.sqrt(-np.log(ratio)/2)


sigma = infer_sigma(rho)
D1, D3 = np.exp(-(q1*sigma)**2), np.exp(-(q3*sigma)**2)


# Inversion by root finding on numerically integrated Gaussian averages
def gaussian_average(q, s):
    def integrand(u):
        return np.cos(q*u)*np.exp(-u*u/(2*s*s))/(s*np.sqrt(2*np.pi))
    return quad(integrand, -10*s, 10*s, epsabs=1e-12, limit=200)[0]


sigma_root = brentq(lambda s: (gaussian_average(q3, s)
                               / gaussian_average(q1, s))**2 - rho, 0.2, 3.0)
assert abs(sigma_root - sigma) < 1e-7


# Random gratings: mean intensity per squared number of lines
def simulated_intensity(q, u):
    sites = pitch*np.arange(u.shape[1])
    inten = np.abs(np.exp(-1j*q*(sites + u)).mean(axis=1))**2
    return inten.mean(), inten.std()/np.sqrt(len(inten))


for lines in (10, 100):
    u = rng.normal(0, sigma, (20000, lines))
    sims = []
    for q, D in ((q1, D1), (q3, D3)):
        mean, err = simulated_intensity(q, u)
        assert abs(mean - (D + (1 - D)/lines)) < 5*err
        sims.append((mean*lines - 1)/(lines - 1))
sigma_simulated = infer_sigma(sims[1]/sims[0])
assert abs(sigma_simulated - sigma) < 0.005
spacing_dev = np.sqrt(2)*sigma
assert abs(np.diff(u, axis=1).std() - spacing_dev) < 0.01


# Line shape: mean width w, horizontal run b of each sidewall
def form_factor(q, w, b):
    return 2/q*np.sin(q*w/2)*np.sinc(q*b/(2*np.pi))


run = height*np.tan(np.radians(2.0))
for q in (q1, q3):
    flat, foot = (width - run)/2, (width + run)/2
    core = quad(lambda x: np.cos(q*x), 0, flat)[0]
    slope = quad(lambda x: np.cos(q*x)*(foot - x)/run, flat, foot)[0]
    assert abs(2*(core + slope) - form_factor(q, width, run)) < 1e-8


def shape_ratio(w, b):
    return (form_factor(q3, w, b)/form_factor(q1, w, b))**2


ideal_ratio = shape_ratio(width, 0.0)
observed_ratio = rho*ideal_ratio
sigma_width_error = infer_sigma(observed_ratio/shape_ratio(width - 1, 0.0))
sigma_sidewall = infer_sigma(observed_ratio/shape_ratio(width, run))

# Random widths and independent edges, by two-dimensional quadrature
width_dev = 1.0
sigma_width_var = np.sqrt(sigma**2 - width_dev**2/4)
nodes, weights = np.polynomial.hermite.hermgauss(40)
g1, g2 = np.meshgrid(np.sqrt(2)*nodes, np.sqrt(2)*nodes, indexing="ij")
w2 = np.outer(weights, weights)/np.pi
for q, D in ((q1, D1), (q3, D3)):
    f0 = form_factor(q, width, 0.0)
    random_width = width + width_dev*g2
    amp = np.exp(-1j*q*sigma_width_var*g1)*2/q*np.sin(q*random_width/2)
    assert abs(np.sum(w2*amp) - f0*np.sqrt(D)) < 1e-9
    left, right = -width/2 + sigma*g1, width/2 + sigma*g2
    amp = (np.exp(-1j*q*left) - np.exp(-1j*q*right))/(1j*q)
    assert abs(np.sum(w2*amp) - f0*np.sqrt(D)) < 1e-9
centre_dev_edges = sigma/np.sqrt(2)

# Alternating displacement +walk, -walk of neighbouring lines
walk = 0.5
alternating = walk*(-1.0)**np.arange(100)[None, :]
for q in (q1, q3):
    assert abs(simulated_intensity(q, alternating)[0]
               - np.cos(q*walk)**2) < 1e-10
half_order = simulated_intensity(q1/2, alternating)[0]
assert abs(half_order - np.sin(q1*walk/2)**2) < 1e-10
walk_factor = (np.cos(q3*walk)/np.cos(q1*walk))**2
sigma_walk = infer_sigma(rho/walk_factor)


# Peak plus diffuse part; correlation c**m between lines m sites apart
def total_intensity(q, s, c, lines):
    m = np.arange(1, lines)
    pair = np.exp(-(q*s)**2*(1 - c**m))
    return (lines + 2*np.sum((lines - m)*pair))/lines**2


corr, few = 0.5, 20
index = np.arange(few)
covariance = sigma**2*corr**np.abs(index[:, None] - index[None, :])
u = rng.normal(size=(40000, few)) @ np.linalg.cholesky(covariance).T
for q in (q1, q3):
    mean, err = simulated_intensity(q, u)
    assert abs(mean - total_intensity(q, sigma, corr, few)) < 5*err
coherent_lines = 100


def sigma_with_diffuse(c):
    return brentq(lambda s: total_intensity(q3, s, c, coherent_lines)
                  / total_intensity(q1, s, c, coherent_lines) - rho, 0.3, 2.0)


sigma_diffuse = sigma_with_diffuse(0.0)
sigma_diffuse_corr = sigma_with_diffuse(corr)

# Sensitivity and counting error
gain = 1/(2*abs(np.log(rho)))
step = 1e-5
slope_fd = (infer_sigma(rho + step) - infer_sigma(rho - step))/(2*step)
assert abs(-slope_fd*rho/sigma - gain) < 1e-6
rounding = sigma*gain*0.0005/rho
counts1 = 1.0e5
counts3 = counts1*observed_ratio
ratio_error = np.sqrt(1/counts1 + 1/counts3)
counting_error = sigma*gain*ratio_error
n1, n3 = rng.poisson(counts1, 40000), rng.poisson(counts3, 40000)
sampled = infer_sigma(n3/n1/ideal_ratio)
assert abs(sampled.std()/counting_error - 1) < 0.03

# Ewald-sphere curvature and optical phase through one line
energy_keV = 17.0
wavelength = (constants.h*constants.c
              / (energy_keV*1e3*constants.e))*1e9
k = 2*np.pi/wavelength
vertical = []
for q in (q1, q3):
    qz = k - np.sqrt(k*k - q*q)
    factor = np.sinc(qz*height/(2*np.pi))**2
    re = quad(lambda z: np.cos(qz*z), 0, height)[0]/height
    im = quad(lambda z: np.sin(qz*z), 0, height)[0]/height
    assert abs(re*re + im*im - factor) < 1e-10
    vertical.append(factor)
ewald_factor = vertical[1]/vertical[0]
sigma_ewald = infer_sigma(rho/ewald_factor)
electron_density = 400.0  # electrons per nm^3, rough value for a resist
r_e = constants.physical_constants["classical electron radius"][0]*1e9
phase = r_e*wavelength*electron_density*height

print(f"Pitch: {pitch:.1f} nm; mean line width: {width:.1f} nm")
print(f"Line height: {height:.1f} nm")
print(f"Observed/ideal ratio rho: {rho:.3f}")
print(f"-ln(rho): {-np.log(rho):.5f}")
print(f"q1: {q1:.5f} 1/nm; q3: {q3:.5f} 1/nm")
print(f"q3^2 - q1^2: {q3**2 - q1**2:.5f} 1/nm^2")
print(f"sigma^2: {sigma**2:.4f} nm^2")
print(f"Displacement deviation sigma: {sigma:.4f} nm")
print(f"sigma by numerical root finding: {sigma_root:.4f} nm")
print(f"sigma from simulated gratings: {sigma_simulated:.4f} nm")
print(f"Damping of order 1: {D1:.4f}; of order 3: {D3:.4f}")
print(f"Neighbour-spacing deviation: {spacing_dev:.3f} nm")
print(f"Ideal I3/I1, rectangular line: {ideal_ratio:.5f}")
print(f"Observed I3/I1: {observed_ratio:.5f}")
print(f"Relative error gain 1/(2|ln rho|): {gain:.3f}")
print(f"sigma change for 0.0005 in rho: {rounding:.4f} nm")
print(f"Counts in order 1: {counts1:.0f}; in order 3: {counts3:.0f}")
print(f"Relative counting error of ratio: {100*ratio_error:.2f} %")
print(f"Counting error of sigma: {counting_error:.4f} nm")
print("Inferred sigma when a neglected effect is included:")
print(f"  true mean width {width-1:.1f} nm: {sigma_width_error:.3f} nm")
print(f"  sidewall 2 deg off vertical: {sigma_sidewall:.3f} nm")
print(f"  horizontal run of that sidewall: {run:.3f} nm")
print(f"  width deviation {width_dev:.1f} nm: {sigma_width_var:.3f} nm")
print(f"  pitch walk +/-{walk:.1f} nm: {sigma_walk:.3f} nm")
print(f"  pitch-walk factor on I3/I1: {walk_factor:.4f}")
print(f"  diffuse part, {coherent_lines} lines: {sigma_diffuse:.4f} nm")
print(f"  same, neighbour correlation {corr:.1f}: "
      f"{sigma_diffuse_corr:.4f} nm")
print(f"  Ewald curvature: {sigma_ewald:.4f} nm")
print(f"  Ewald factor on I3/I1, minus one: {ewald_factor-1:.2e}")
print(f"Centre deviation if edges independent: {centre_dev_edges:.3f} nm")
print(f"Photon energy: {energy_keV:.1f} keV")
print(f"X-ray wavelength: {wavelength:.5f} nm")
print(f"Electron density (rough): {electron_density:.0f} 1/nm^3")
print(f"Optical phase through a line: {phase:.2e} rad")
print("PASS")
```

Output:

```
Pitch: 32.0 nm; mean line width: 16.0 nm
Line height: 40.0 nm
Observed/ideal ratio rho: 0.735
-ln(rho): 0.30788
q1: 0.19635 1/nm; q3: 0.58905 1/nm
q3^2 - q1^2: 0.30843 1/nm^2
sigma^2: 0.9982 nm^2
Displacement deviation sigma: 0.9991 nm
sigma by numerical root finding: 0.9991 nm
sigma from simulated gratings: 0.9992 nm
Damping of order 1: 0.9622; of order 3: 0.7073
Neighbour-spacing deviation: 1.413 nm
Ideal I3/I1, rectangular line: 0.11111
Observed I3/I1: 0.08167
Relative error gain 1/(2|ln rho|): 1.624
sigma change for 0.0005 in rho: 0.0011 nm
Counts in order 1: 100000; in order 3: 8167
Relative counting error of ratio: 1.15 %
Counting error of sigma: 0.0187 nm
Inferred sigma when a neglected effect is included:
  true mean width 15.0 nm: 0.863 nm
  sidewall 2 deg off vertical: 0.914 nm
  horizontal run of that sidewall: 1.397 nm
  width deviation 1.0 nm: 0.865 nm
  pitch walk +/-0.5 nm: 0.863 nm
  pitch-walk factor on I3/I1: 0.9246
  diffuse part, 100 lines: 1.0053 nm
  same, neighbour correlation 0.5: 1.0160 nm
  Ewald curvature: 0.9983 nm
  Ewald factor on I3/I1, minus one: -5.34e-04
Centre deviation if edges independent: 0.706 nm
Photon energy: 17.0 keV
X-ray wavelength: 0.07293 nm
Electron density (rough): 400 1/nm^3
Optical phase through a line: 3.29e-03 rad
PASS
```
